When Equilibrium Grain-Boundary Grooves Reach the Substrate in Thin Films

**1. What goes wrong without a volume balance**

A hot polycrystalline film develops a groove wherever a grain boundary meets its surface. The balance of interfacial energies fixes the angle of the groove, but an angle says nothing about depth. If the two grains are treated as infinitely wide, surface diffusion gives a groove that deepens without limit, and every film would be cut through if annealed long enough. This is wrong for grains of finite width. Material leaving the groove piles up on the same grain, the surface becomes uniformly curved, and the flow stops. Whether the groove meets the substrate first depends on how much material the grain holds.

For small groove slope θ, grain width L and mean thickness H, the result is that equilibrium grooves reach the substrate when

H ≤ Lθ/6.

At equality they just touch it. Below it, no continuous film can have both a uniformly curved surface and the equilibrium groove angle.

**2. Model and conventions**

The film is two-dimensional: its profile h(x) does not vary along the third direction. It lies on a flat, rigid substrate at h = 0 and consists of equal grains of width L, separated by fixed vertical boundaries. In one grain x runs from −L/2 to L/2. The cross-sectional area per grain is conserved:

∫ h dx = HL.

The surface energy γ_s is isotropic and the grain-boundary energy is γ_gb, both per unit area. Stress, gravity and long-range substrate forces are left out.

The angle θ is the inclination of each surface to the horizontal at the groove root. It is not the full angle between the two surfaces, which is π − 2θ. When θ is small, the slope tan θ and the angle in radians may be interchanged.

**3. The equilibrium conditions**

A boundary runs from the substrate to the root, so its length is h_root. The energy per grain, per unit length in the third direction, is

F = γ_s ∫ √(1 + h′²) dx + γ_gb h_root.

The film–substrate interface adds a constant while the substrate stays covered.

Let φ(x) be the local inclination, tan φ = h′. The derivative of √(1 + h′²) with respect to h′ is h′/√(1 + h′²) = sin φ. With a multiplier Λ for the area, stationarity requires

γ_s ∫ sin φ δh′ dx + γ_gb δh_root − Λ ∫ δh dx = 0.

Integrate the first term by parts:

γ_s [sin φ δh] from −L/2 to L/2 − γ_s ∫ (sin φ)′ δh dx.

The surface rises from the left root, where sin φ = sin θ, and falls to the right root, where sin φ = −sin θ. The bracket therefore gives −γ_s sin θ δh at each end. Every root is shared by two grains and collects two such terms. Since δh is arbitrary,

γ_gb = 2γ_s sin θ at the root,

−γ_s (sin φ)′ = Λ inside the grain.

The first equation is the vertical force balance. In the second, (sin φ)′ is the curvature of the profile, so the surface is a circular arc. Integrating from the centre, where φ = 0, gives sin φ = −Λx/γ_s. At x = L/2 this must equal −sin θ, hence

Λ = 2γ_s sin θ/L = γ_gb/L.

Λ is the capillary pressure. It is the same everywhere, so nothing drives further diffusion.

This stationary state is a minimum. The function √(1 + h′²) is strictly convex in h′, while the boundary energy and the area constraint are linear in h. A stationary profile therefore has the lowest energy of all continuous profiles with the same area, and it is unique.

Equal widths matter here. If grains of different widths all met their roots at the angle θ, their pressures γ_gb/L would differ, and material would flow from the narrow ones to the wide ones. The slopes on the two sides of a root would then become unequal.

**4. The small-slope profile and its volume**

For small slope, sin φ ≈ h′, and the interior condition becomes

h″ = −2θ/L.

Integrate once, with h′(0) = 0 by symmetry:

h′ = −2θx/L.

This equals −θ at x = L/2, as it should. Integrate again, choosing the constant so that h(±L/2) = h_root:

h(x) = h_root + (θ/L)(L²/4 − x²).

The centre stands above the root by

h(0) − h_root = θL/4.

Now impose the volume. The mean of x² over the grain is

(1/L) ∫ x² dx = (1/L) · 2 · (L/2)³/3 = L²/12.

The mean of L²/4 − x² is therefore L²/4 − L²/12 = L²/6, and

H = h_root + θL/6, or h_root = H − θL/6.

The factor 1/6 is the centre height θL/4 multiplied by 2/3, the ratio of the mean to the maximum of a parabolic cap. Setting h_root = 0 gives the critical thickness, or, at fixed thickness, the critical grain width:

H_c = Lθ/6, L_c = 6H/θ.

If H < H_c, the formula puts the root below the substrate, which is impossible.

**5. Finite slope**

The exact arc measures the error of the parabola. Half the width is L/2 = R sin θ, so the radius is R = L/(2 sin θ). The area between arc and chord is the sector R²θ minus the triangle R² sin θ cos θ. Dividing by L gives

H_c = L(θ − sin θ cos θ)/(4 sin²θ).

Expand numerator and denominator:

θ − sin θ cos θ = (2θ³/3)(1 − θ²/5 + …),

4 sin²θ = 4θ²(1 − θ²/3 + …).

Their ratio is

H_c = (Lθ/6)(1 + 2θ²/15 + …),

because −1/5 + 1/3 = 2/15. The correction is positive: at given θ, the small-slope formula slightly underestimates the critical thickness. This holds for θ taken as the angle. With the slope tan θ = θ(1 + θ²/3 + …) in its place the formula errs slightly on the high side, since 1/3 > 2/15.

At the opposite limit, γ_gb → 2γ_s, θ tends to π/2 and the arc to a semicircle. Then H_c = πL/8 ≈ 0.39L, whereas Lθ/6 would give πL/12 ≈ 0.26L. The simple formula is then no longer usable.

**6. Below the threshold: touching and opening**

For H < H_c the energy must be minimized subject to h ≥ 0. Try a parabola with its roots on the substrate and edge slope φ₀. Repeating the volume calculation with h_root = 0 gives

H = φ₀L/6, so φ₀ = 6H/L < θ,

and the centre height is φ₀L/4 = 3H/2.

To see that this is the constrained minimum, raise a root by δh_root. The energy, at fixed area, changes by

(γ_gb − 2γ_s sin φ₀) δh_root = 2γ_s(sin θ − sin φ₀) δh_root.

This is positive for every allowed change, since the root can only go up. The problem is still convex, so no other continuous film does better.

Touching does not by itself expose the substrate. Suppose each grain becomes a separate cap of width w, edge angle φ and fixed area A = HL. If θ_c is the contact angle, covering unit area of substrate changes the energy by −γ_s cos θ_c, apart from the upper surface. With S the arc length,

E = γ_s(S − w cos θ_c).

For an arc of radius R,

S = 2Rφ, w = 2R sin φ, A = R²(φ − sin φ cos φ).

Differentiate all three:

dS = 2φ dR + 2R dφ,

dw = 2 sin φ dR + 2R cos φ dφ,

dA = 2R(φ − sin φ cos φ) dR + 2R² sin²φ dφ.

Subtracting cos φ dw from dS gives

dS − cos φ dw = 2(φ − sin φ cos φ) dR + 2R sin²φ dφ = dA/R.

At fixed area the right side vanishes, so dS = cos φ dw and

dE/dw = γ_s(cos φ − cos θ_c).

If θ_c > φ₀, the energy falls as w decreases from L, and a gap opens. If θ_c < φ₀, the edges stay pressed together and the substrate remains covered. A film that wets its substrate well can thus have grooves that reach the bottom without dewetting.

Nor is H_c the thickness at which islands first become favourable. Above H_c the grooved film is the best continuous film, but separate islands may have much lower energy. It is then metastable: something other than equilibrium grooving must make the first hole.

**7. How long the groove takes**

Surface atoms move down the gradient of capillary pressure, which for small slope is −γ_s h″. Their flux is thus proportional to h‴, and conservation of volume gives

∂h/∂t = −B h⁗, B = D_s γ_s Ω^(4/3)/(kT).

Here D_s is the surface diffusivity, Ω the atomic volume, and one mobile atom per area Ω^(2/3) is assumed. At each root the slope is held at θ and, by symmetry, no material crosses, so h‴ = 0.

Start from a flat film and write h = h_eq + u, with h_eq the parabola of part 4. The difference u obeys the same equation with u′ = u‴ = 0 at the roots. Its symmetric modes are cos(2πnx/L), n = 1, 2, …, and they decay at rates B(2πn/L)⁴ = n⁴/τ, where

τ = L⁴/(16π⁴B).

Initially u = H − h_eq = (θ/L)(x² − L²/12). The cosine series of this parabola is

u = (θL/π²) Σ [(−1)ⁿ/n²] cos(2πnx/L).

At the root the cosine equals (−1)ⁿ, so all terms add. The root depth below the mean level is therefore

d(t) = (θL/6)[1 − (6/π²) Σ exp(−n⁴t/τ)/n²].

At t = 0 the sum is π²/6 and the depth is zero; at long times the depth is θL/6. A film only slightly thinner than H_c takes longer to touch, because the root has to come close to its final position. The increase is logarithmic: a film 1 % thinner than H_c needs about 4τ.

**8. Worked example: gold on silica**

Take γ_s = 1.4 J/m², γ_gb = 0.4 J/m², H = 20 nm, L = 1000 nm, a contact angle of 120° and annealing at 400 °C. These are rough values. The root angle follows from

sin θ = 0.4/(2 × 1.4) = 0.143, θ = 0.1433 rad = 8.2°.

The critical thickness is

H_c = 1000 nm × 0.1433/6 = 23.9 nm.

The exact arc raises this by 0.27 %. The 20 nm film lies below the threshold, so its equilibrium grooves reach the substrate. At that thickness the critical grain width is

L_c = 6 × 20 nm/0.1433 = 837 nm.

Part 6 predicts an edge slope of 6 × 20/1000 = 0.120 and a centre height of 1.5 × 20 = 30 nm. Direct numerical minimization of the full energy with h ≥ 0, starting from a flat film, gives a root at zero height, a slope of 0.120 and a centre height of 30.0 nm. The contact angle is far larger than 0.12 rad, so the gap opens.

With L held at 1000 nm, a 30 nm film keeps its roots about 6 nm above the substrate. Its energy per grain is

1.4 × 1000 × (θ/sin θ + 0.5) + 0.4 × 6 ≈ 2107 nJ/m,

where 0.5 is −cos 120° and θ/sin θ = 1.003. For an island with edge angle θ_c, the formulas of part 6 give E = 2γ_s √[A(θ_c − sin θ_c cos θ_c)]. With A = 30 × 1000 nm² and a bracket of 2.527, this is 771 nJ/m. Both energies are counted from the bare substrate. The continuous film survives grooving although its energy, so counted, is nearly three times that of the island.

For the time, assume D_s = 10⁻¹² m²/s and Ω = 0.017 nm³. Then τ = 974 s. The 20 nm film touches when d/(θL/6) = 20/23.9 = 0.837. Keeping the first term of the series,

exp(−t/τ) = (1 − 0.837) × π²/6 = 0.268, t = 1.32τ ≈ 1280 s.

Numerical integration of the small-slope equation from a flat film gives 1282 s on a coarse mesh; mesh and finite slope each move this by a few seconds or less, so about 1280 s is all that can be stated. This time is only as reliable as the assumed diffusivity, to which it is inversely proportional: a diffusivity ten times smaller makes it ten times longer.

**9. The real film beside the model**

The grain width chosen is 50 times the thickness, and the result depends strongly on this choice. For grains three times as wide as the film is thick, L = 60 nm and the roots lie only 1.4 nm below the mean level. Equilibrium grooving of this kind would not break such a 20 nm film. The surface energy of a crystal also depends on orientation. An assumed anisotropy of only 2 % moves the threshold for the example from 24 nm to about 18 or 34 nm, depending on its sign, as shown below. The 20 nm film is therefore not safely on either side. A design rule L < 6H/θ applies to equilibrium grooves between equal two-dimensional grains; it gives no protection against pinholes, film edges or later grain growth. Nor is it safe for unequal grains. For alternating widths L₁ and L₂ a uniform pressure makes the edge slopes 2θL₁/(L₁ + L₂) and 2θL₂/(L₁ + L₂), and the volume balance gives H_c = θ(L₁³ + L₂³)/[3(L₁ + L₂)²]. For 1500 and 500 nm this is 42 nm, more than the 24 nm from the mean width and more than the 36 nm from the largest.

**Anisotropy.** If γ depends smoothly on inclination and has zero derivative at φ = 0, expanding the energy per unit of x for small slope p gives

γ(φ)√(1 + p²) ≈ γ(0) + ½[γ(0) + γ″(0)]p².

The stiffness Γ = γ(0) + γ″(0) replaces γ_s in the root balance, so θ ≈ γ_gb/(2Γ). The profile is still a parabola, and Lθ/6 still holds in terms of the actual small slope. What changes is the slope inferred from the energies. Take γ ∝ 1 + ε cos 4φ, scaled so that γ(0) = γ_s. Then

Γ/γ_s = 1 − 16ε/(1 + ε).

For ε = −0.02 the flat surface lies 2 % below the angular mean, Γ/γ_s = 1.33, and minimization at the example's full slope gives H_c = 18.1 nm. For ε = +0.02 the ratio is 0.69 and H_c = 34.2 nm. A small anisotropy matters because the second derivative multiplies it by 16. A measured groove slope avoids most of this uncertainty. A sharp facet, where γ has a cusp, lies outside this expansion. Gold commonly has such facets on its (111) surfaces at the temperature of the example, so the numbers here illustrate the sensitivity to anisotropy and do not predict the threshold of a real gold film.

**Triple junctions.** Real grains meet in threes. For regular hexagons of width L across flats, small-slope equilibrium requires a uniform Laplacian of h and an outward slope of −θ on every side. With r measured from the centre and h_centre the height there,

h = h_centre − θr²/L

satisfies both, because the component of r normal to a side is L/2 all along it. The hexagon consists of six equal triangles, one of which is 0 < x < L/2, |y| < x/√3. Over this triangle the mean of x² is L²/8 and that of y² is L²/72, so the mean of r² is 5L²/36, while r² = L²/3 at a corner and L²/4 at the middle of a side. The depths below the mean level are therefore

corner: θL(1/3 − 5/36) = 7θL/36,

middle of side: θL(1/4 − 5/36) = θL/9.

In the example these are 27.9 nm and 15.9 nm. The film is first pierced at the triple junctions, at a thickness 7/6 of the two-dimensional value, while the middles of the sides are still covered.

**Stress and substrate forces.** For a residual stress of 100 MPa and a modulus of 100 GPa, the elastic energy density, estimated by the uniaxial formula σ²/(2E), is 0.05 MPa. This is one eighth of the capillary pressure γ_gb/L = 0.4 MPa. The ratio grows as σ², so a stress near 300 MPa would make the two comparable. This is a comparison of scales only: a uniform elastic energy density drives no diffusion along the surface, only its variation does. It also leaves out a larger term. A stress normal to a grain boundary shifts the chemical potential there in proportion to σ itself, and 100 MPa is 250 times the capillary pressure; atoms can then move between boundary and surface until the stress near the boundary relaxes, a path the model does not have. The 100 MPa is an assumption: heating gold on silica to 400 °C imposes a mismatch strain of about 0.5 %, which is several hundred MPa or more until it relaxes. A van der Waals pressure of the form A_H/(6πh³), with A_H = 3 × 10⁻¹⁹ J, equals the capillary pressure at h = 3.4 nm. The last few nanometres above the substrate are thus beyond the present model, and if the force is attractive the roots give way at a thickness a few nanometres above H_c. Both figures are estimates of size, not corrections to H_c.

The complete set of values is in the numerical output below.

Calculated quantities

```
INPUTS (rough typical values, gold on silica)
surface energy                         1.40 J/m^2
grain-boundary energy                  0.40 J/m^2
grain width L                          1000 nm
mean thickness H                       20 nm
thicker film for comparison            30 nm
contact angle                          120 deg
annealing temperature                  400 C
assumed surface diffusivity            1.0e-12 m^2/s
atomic volume                          0.017 nm^3
assumed residual stress                100 MPa
elastic modulus for estimate           100 GPa
Hamaker constant for estimate          3.0e-19 J
THRESHOLD
root angle theta                       0.1433 rad
root angle theta                       8.21 deg
centre height above root, L theta/4    35.84 nm
critical thickness L theta/6           23.89 nm
critical thickness, exact arc          23.96 nm
finite-slope correction                0.27 %
critical grain width at H              837 nm
root depth for grains of width 3H      1.43 nm
MINIMIZED FILMS ON SUBSTRATE
thin film: root height                 0.000 nm
thin film: centre height               30.00 nm
thin film: edge slope                  0.1204
thicker film: root height              6.06 nm
thicker film: energy per grain         2107 nJ/m
same area as island: energy            771 nJ/m
NEGLECTED EFFECTS
hexagon: triple-junction depth         27.87 nm
hexagon: mid-side groove depth         15.93 nm
critical H, flat surface 2% low        18.1 nm
critical H, flat surface 2% high       34.2 nm
capillary pressure                     0.400 MPa
elastic energy density                 0.050 MPa
elastic/capillary ratio                0.125
range of substrate forces              3.4 nm
slowest relaxation time                974 s
time for thin-film root to touch       1282 s
tested late decay per relaxation time  0.9990
```
